\section*{Ground state and quantum defects of a one-dimensional soft-Coulomb atom, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Examination question: a soft-Coulomb atom in one dimension}

Hartree atomic units are used throughout. An electron moves on the whole line with
\begin{equation}
H=-\frac12\frac{d^2}{dx^2}-\frac1r,\qquad r=\sqrt{x^2+a^2},
\end{equation}
and the model of interest has $a^2=2$ bohr$^2$. The potential is bounded and smooth, so no condition beyond square integrability is needed. A bound level is described by $\nu=(-2E)^{-1/2}$, and $W(p,q)=pq'-p'q$ is the Wronskian in $x$.

The following results may be used.
\begin{enumerate}
\item Oscillation theorem: bound states on the line, or on a half-line with $u(0)=0$, are non-degenerate, and the state with $N$ states below it has $N$ interior nodes.
\item The problem $-\frac12u''-u/x=Eu$, $u(0)=0$, on $x>0$ (s-wave hydrogen) has $E=-1/2n^2$, $n=1,2,\dots$
\item For $C=J$ or $Y$: $(zC_1)'=zC_0$ and $C_0'=-C_1$. For $z\to0$: $J_0\to1$, $J_1\simeq z/2$, $Y_1\simeq-2/\pi z$, $Y_0\simeq(2/\pi)\ln z$. For $z\to\infty$: $J_1\simeq\sqrt{2/\pi z}\cos(z-\frac{3\pi}4)$ and $Y_1\simeq\sqrt{2/\pi z}\sin(z-\frac{3\pi}4)$, with relative corrections $O(1/z)$.
\item $K_m(y)=\int_0^\infty e^{-y\cosh t}\cosh mt\,dt$ and $\int_0^\infty y^{2\alpha-1}(1+y^2)^{-\alpha-\beta}dy=\frac12B(\alpha,\beta)$.
\item WKB connection: the solution that decays beyond a simple turning point $x_t$ is, on the allowed side, $p^{-1/2}\cos\big(\int_x^{x_t}p\,dx'-\frac\pi4\big)$ with $p=\sqrt{2(E-V)}$, where $|p'|\ll p^2$.
\end{enumerate}

\section*{Part (a)}
\textit{Keeping $a$ general, show that $\psi_0=(1+r)e^{-r}$ is an eigenfunction only for $a^2=2$, and find its energy. Prove that it is the ground state. Normalize it.}

\subsection*{Answer}
For $\psi=F(r)$ the chain rule needs $dr/dx=x/r$ and $d^2r/dx^2=1/r-x^2/r^3=a^2/r^3$. With $x^2=r^2-a^2$,
\begin{equation}
\psi''=F''\,\frac{x^2}{r^2}+F'\,\frac{a^2}{r^3}=F''\Big(1-\frac{a^2}{r^2}\Big)+F'\,\frac{a^2}{r^3}.
\end{equation}
For $F=(1+r)e^{-r}$ one has $F'=e^{-r}-(1+r)e^{-r}=-re^{-r}$ and $F''=(r-1)e^{-r}$. Then
\begin{align}
e^{r}\psi_0''&=(r-1)-\frac{a^2}{r}+\frac{a^2}{r^2}-\frac{a^2}{r^2}=r-1-\frac{a^2}{r},\\
e^{r}H\psi_0&=-\frac{r-1}{2}+\frac{a^2}{2r}-\frac1r-1=-\frac{1+r}{2}+\Big(\frac{a^2}{2}-1\Big)\frac1r .
\end{align}
Hence $(H+\frac12)\psi_0=(\frac{a^2}2-1)e^{-r}/r$. The ratio of the right side to $\psi_0$ is proportional to $1/[r(1+r)]$, which is not constant, so $\psi_0$ is an eigenfunction only when the coefficient vanishes. This requires $a^2=2$, and then
\begin{equation}
E_0=-\tfrac12\ \text{hartree}=-13.6057\ \text{eV}.
\end{equation}

To show that nothing lies lower, take $\psi_0'=F'x/r=-xe^{-r}$ and define $w_0=-\psi_0'/\psi_0=x/(1+r)$. Its derivative is $w_0'=1/(1+r)-x^2/[r(1+r)^2]$. With $x^2=r^2-2$,
\begin{align}
w_0^2-w_0'&=\frac{r^2-2}{(1+r)^2}\Big(1+\frac1r\Big)-\frac1{1+r}
=\frac{r^2-2}{r(1+r)}-\frac{r}{r(1+r)}\nonumber\\
&=\frac{(r-2)(r+1)}{r(1+r)}=1-\frac2r .
\end{align}
For any $\chi$ in the domain of $H$, expand $|\chi'+w_0\chi|^2=|\chi'|^2+w_0(|\chi|^2)'+w_0^2|\chi|^2$ and integrate the middle term by parts. The boundary term vanishes because $|w_0|<1$ and $\chi\to0$. Therefore
\begin{equation}
\frac12\int|\chi'+w_0\chi|^2dx=\int\Big[\frac12|\chi'|^2+\Big(\frac12-\frac1r\Big)|\chi|^2\Big]dx=\langle\chi|H+\tfrac12|\chi\rangle .
\end{equation}
The left side is non-negative, so the spectrum lies at or above $-\frac12$. Equality needs $\chi'=-w_0\chi$, a first-order equation whose only solutions are multiples of $\psi_0$. The ground state is $\psi_0$ and it is non-degenerate.

The value $a^2=2$ is also the only one with ground energy $-\frac12$. By the Hellmann--Feynman theorem $dE_0/d(a^2)=\langle1/2r^3\rangle>0$, so $E_0$ rises strictly with $a^2$. The diagonalization of part (e) gives $-0.511051$ hartree for $a^2=1.9$ and $-0.489694$ hartree for $a^2=2.1$.

For the norm put $x=a\sinh t$, so that $r=a\cosh t$ and $dx=a\cosh t\,dt$:
\begin{equation}
\int\psi_0^2dx=2a\int_0^\infty\big(\cosh t+2a\cosh^2t+a^2\cosh^3t\big)e^{-2a\cosh t}dt .
\end{equation}
The identities $2\cosh^2t=1+\cosh2t$ and $4\cosh^3t=3\cosh t+\cosh3t$, with result 4, give
\begin{equation}
\int\psi_0^2dx=2a\Big[K_1+a(K_0+K_2)+\frac{a^2}{4}(3K_1+K_3)\Big],
\end{equation}
all at argument $2a$. For $a=1.414214$ the values are $K_0=0.04239177$, $K_1=0.04937991$, $K_2=0.07730864$, $K_3=0.15871084$. The bracket is $0.0493799+0.1692819+0.1534253=0.3720871$, and multiplication by $2a$ gives $1.052421$ bohr, in agreement with direct quadrature. The normalizing factor is $0.974777$ bohr$^{-1/2}$.

\section*{Part (b)}
\textit{Reduce the problem to the half-line. In each parity let $k$ be the number of nodes at $x>0$, let $n=k+1$, and define the quantum defect by $\mu_n=n-\nu_n$. Determine the order of even and odd levels, the sign of $\mu_n$ for odd states, and $\mu_1$ for the even series.}

\subsection*{Answer}
$H$ commutes with $x\to-x$ and its levels are non-degenerate, so each eigenfunction is even or odd. On $x>0$ the conditions are $u'(0)=0$ (even) and $u(0)=0$ (odd). An even state has $2k$ nodes on the line and an odd state $2k+1$, the extra one at the origin. The oscillation theorem then orders the levels as even $n$, odd $n$, even $n+1$.

The formula $E=-1/[2(n-\mu)^2]$ alone fixes $\mu$ only up to an integer, since $n$ and $\mu$ may be shifted together. Tying $n$ to the node count removes this freedom.

On $x>0$ write $-1/r=-1/x+U$ with
\begin{equation}
U=\frac1x-\frac1r=\frac{r-x}{xr}=\frac{a^2}{xr(r+x)}>0,
\end{equation}
where the last step uses $(r-x)(r+x)=a^2$. Thus $U\simeq1/x$ for $x\ll a$ and $U\simeq a^2/2x^3$ for $x\gg a$. Odd states obey the boundary condition of s-wave hydrogen. Consider $H_\lambda=-\frac12d^2/dx^2-1/x+\lambda U$ with $u(0)=0$. The $n$th level has $n-1$ nodes for every $\lambda$, starts at $-1/2n^2$, and obeys $dE_n/d\lambda=\langle U\rangle>0$, which is finite because $u^2\sim x^2$ at the origin. At $\lambda=1$ one has $E_n>-1/2n^2$, hence $\nu_n>n$, and every odd defect is negative: removing attraction near the origin pushes the levels up. The argument says nothing about even states, whose boundary condition differs. For the lowest of them, part (a) gives $\nu_1=1$ and $\mu_1=0$ exactly.

\section*{Part (c)}
\textit{With $z=\sqrt{8x}$, show that $f=\sqrt x\,J_1(z)$ and $g=\sqrt x\,Y_1(z)$ solve the zero-energy Coulomb equation. Write the zero-energy solution of the soft-Coulomb problem as $u=A(f\cos\delta-g\sin\delta)$, $u'=A(f'\cos\delta-g'\sin\delta)$, $A>0$. Derive the equation for $\delta(x)$, its initial value in each parity, and its approach to $\delta(\infty)$.}

\subsection*{Answer}
Since $\sqrt x=z/\sqrt8$ and $dz/dx=4/z$, either function is $zC_1/\sqrt8$, and
\begin{equation}
\frac{d}{dx}\frac{zC_1}{\sqrt8}=\frac4z\,\frac{zC_0}{\sqrt8}=\sqrt2\,C_0,\qquad
\frac{d^2}{dx^2}\frac{zC_1}{\sqrt8}=-\frac{4\sqrt2}{z}C_1 .
\end{equation}
With $x=z^2/8$, $-(2/x)\,zC_1/\sqrt8=-16C_1/(\sqrt8z)=-4\sqrt2\,C_1/z$, so $f''=-2f/x$ and $g''=-2g/x$. As $x\to0$,
\begin{equation}
f\simeq\sqrt2\,x,\quad f'\to\sqrt2,\quad g\to-\frac1{\sqrt2\pi},\quad g'\simeq\frac{\sqrt2}{\pi}\ln x .
\end{equation}
The Wronskian is constant because the equation has no first-derivative term. At the origin $fg'\sim x\ln x\to0$ and $-f'g\to1/\pi$, so $W(f,g)=1/\pi$.

Write $f=M\cos\phi$, $g=M\sin\phi$ with $M>0$ and $\phi$ continuous. Then $W(f,g)=M^2\phi'$, so $\phi'=1/\pi M^2>0$. At the origin $f\to0^+$ and $g<0$, so $\phi(0)=-\frac\pi2$. At large $x$, $M^2\simeq2x/\pi z=\sqrt x/(\sqrt2\pi)$ and $\phi\simeq z-\frac{3\pi}4$. No multiple of $2\pi$ is missing here: $\phi$ rises from $-\frac\pi2$, so it equals $(j-\frac12)\pi$ at the $j$th positive zero of $J_1$, and these zeros approach $z=(j+\frac14)\pi$ (already $3.83$ against $3.93$ for $j=1$). In this notation
\begin{equation}
u=AM\cos\Theta,\qquad\Theta=\phi+\delta .
\end{equation}

Because $u$ and $u'$ contain the same coefficients, the Wronskians isolate them:
\begin{equation}
W(f,u)=-\frac A\pi\sin\delta,\qquad W(g,u)=-\frac A\pi\cos\delta .
\label{wr}
\end{equation}
At $E=0$ the equation is $u''=-2u/r=(-2/x+2U)u$, so $W(f,u)'=fu''-f''u=2Ufu$ and likewise $W(g,u)'=2Ugu$. For $\tan\delta=P/Q$ one has $\delta'=(QP'-PQ')/(P^2+Q^2)$. With $P=W(f,u)$, $Q=W(g,u)$ and $P^2+Q^2=A^2/\pi^2$,
\begin{equation}
\delta'=\frac{\pi^2}{A^2}\,2Uu\Big(-\frac A\pi\Big)(f\cos\delta-g\sin\delta)
=-2\pi U\,(f\cos\delta-g\sin\delta)^2 .
\label{vp}
\end{equation}
This variable-phase equation is exact, and $\delta$ never increases. Differentiating $A^2=\pi^2(P^2+Q^2)$ in the same way gives $A'/A=-2\pi U(f\cos\delta-g\sin\delta)(f\sin\delta+g\cos\delta)$.

For odd parity $u\simeq x$, $u'\to1$. Then $P\to0$ and $Q\to g(0)<0$, so (\ref{wr}) gives $\sin\delta=0$, $\cos\delta>0$, and $\delta_o(0)=0$. For even parity $u\to1$, $u'\to0$. Then $P\to-\sqrt2$ and $Q\simeq-g'\to+\infty$, so $\sin\delta>0$, $\cos\delta\to-1$, and $\delta_e(0^+)=\pi$, with $\pi-\delta_e\simeq|P|/Q\simeq\pi/|\ln x|$ to leading logarithm. The approach is slow: $\delta_e=2.7383$, $3.0203$, $3.1068$ rad at $x=10^{-4}$, $10^{-12}$, $10^{-40}$ bohr. A numerical integration must therefore start at small finite $x$, with $\delta$ taken from (\ref{wr}) and the Taylor series of $u$.

These branches treat the two parities alike. Near the origin $\phi\simeq-\frac\pi2+2\pi x$, from $M^2(0)=1/2\pi^2$. The odd $\Theta$ starts just above $-\frac\pi2$ and the even $\Theta$ just below $+\frac\pi2$, both in the interval where $\cos\Theta>0$, as $u>0$ demands. At a node (\ref{vp}) gives $\delta'=0$ while $\phi'>0$, so $\Theta$ crosses odd multiples of $\frac\pi2$ only upward. In both parities the $j$th node at $x>0$ lies at $\Theta=(j-\frac12)\pi$.

At large $x$, (\ref{vp}) reads $\delta'=-2\pi UM^2\cos^2\Theta=-\pi UM^2(1+\cos2\Theta)$ with $\pi UM^2\simeq a^2x^{-5/2}/2\sqrt2$. The smooth term integrates to
\begin{equation}
\delta(\infty)-\delta(X)\simeq-\frac{a^2}{2\sqrt2}\cdot\frac23X^{-3/2}=-\frac{a^2}{3\sqrt2}X^{-3/2}.
\label{tail}
\end{equation}
One integration by parts with $\Theta'\simeq\sqrt{2/x}$ shows that the oscillating term contributes at most about $a^2/8X^2$, which is of higher order. The program tests (\ref{tail}) against the computed fall of $\delta$ between $10^3$ and $10^4$ bohr, to $5\%$ of that fall. For a tail $U\sim x^{-s}$ the integrand is $x^{1/2-s}$, so $\delta(\infty)$ is finite only for $s>\frac32$; a slower tail has no limiting phase. Since $f\sin\delta+g\cos\delta=M\sin\Theta$, the amplitude obeys $A'/A=-\pi UM^2\sin2\Theta$. Hence $|A'/A|\le\pi UM^2$, and $A(\infty)$ is finite and non-zero whenever $s>\frac32$, in particular here, where $s=3$.

\section*{Part (d)}
\textit{Relate $\mu=\lim_{n\to\infty}\mu_n$ in each parity to $\delta(\infty)$, including the integer part. Deduce inequalities between $\mu_e$ and $\mu_o$, and the behaviour for $a\to0$.}

Parts (a) to (c) have established the exact ground state at $a^2=2$, the order of the even and odd levels, and the equation for the zero-energy phase $\delta(x)$ with its initial values and its approach to $\delta(\infty)$. It remains to answer part (d) by relating $\delta(\infty)$ to the limiting quantum defects, and then to compute these defects for $a^2=2$, check them against the spectrum and estimate them in closed form by WKB.
